# The degenerate P–F antibonding pair of PF3 as π acceptor, part 1

(Sections cited here and not found follow in the second part.)

## The antibonding pair and its symmetry

A metal $\pi$ orbital directed at a ligand along the $z$ axis changes, under rotation about that axis, as the coordinate $x$ or $y$ does. If the metal and PF3 share the threefold axis, and the Hamiltonian is unchanged by the operations of the group $C_{3v}$, such an orbital can couple only to ligand orbitals that belong to the same symmetry species. PF3 has three equivalent P–F bonds around its axis, and hence three equivalent antibonding orbitals $\chi_1,\chi_2,\chi_3$. Their sum is unchanged by every operation. The combinations that remain have coefficients adding to zero, and they can be arranged like the $x$ and $y$ coordinates of the three fluorine atoms:

$$
e_x \propto \sum_{i=1}^{3}\cos\varphi_i\,\chi_i ,\qquad
e_y \propto \sum_{i=1}^{3}\sin\varphi_i\,\chi_i ,\qquad
\varphi_i = 0,\ \frac{2\pi}{3},\ \frac{4\pi}{3}.
$$

Symmetry thus fixes the form of the acceptor pair up to a common factor. The factor, the energy and the overlap with a metal orbital have to be worked out.

Phosphorus is placed at the origin and the metal on the positive $z$ axis. The fluorine atoms are tilted towards negative $z$, at azimuths $\varphi_i$, so that F1 lies in the $xz$ plane. All orbitals are real, and the algebra is in atomic units. An operation $R$ acts on a function by $(Rf)(\mathbf r)=f(R^{-1}\mathbf r)$.

That there are three antibonding orbitals follows from a count in the valence minimal set. Phosphorus brings one 3s and three 3p orbitals, and each fluorine one 2s and three 2p orbitals, which makes $4+3\times4=16$. The valence electrons number $5+3\times7=26$ and fill 13 orbitals. In the language of bonds these are three P–F bonds, one lone pair on phosphorus and nine lone pairs on fluorine. Three orbitals are left empty, one antibonding partner for each bond.

Each $\chi_i$ is taken as normalised and symmetric under reflection in the plane that contains the axis and the bond P–F$_i$. Its sign is chosen so that the phosphorus 3p lobe in the $xy$ plane points outwards, towards the azimuth of F$_i$. The three need not be orthogonal, and because they are equivalent one number describes their overlaps:

$$
\langle\chi_i|\chi_i\rangle=1,\qquad \langle\chi_i|\chi_j\rangle=S\quad(i\neq j).
$$

The group $C_{3v}$ has six operations: the identity, the rotations $C_3$ and $C_3^2$, and three reflections. The identity leaves all three $\chi_i$ in place, so its character is 3. A rotation moves every one of them, which gives 0. A reflection keeps one and exchanges the other two, which gives 1. The number of times a species occurs is the sum over the operations of the product of this character with that of the species, divided by six. The species $A_1$ has characters $(1,1,1)$, $A_2$ has $(1,1,-1)$ and $E$ has $(2,-1,0)$, so that

$$
n_{A_1}=\frac{3+2\cdot0+3\cdot1}{6}=1,\qquad
n_{A_2}=\frac{3+2\cdot0-3\cdot1}{6}=0,\qquad
n_E=\frac{2\cdot3-2\cdot0+3\cdot0}{6}=1 .
$$

The three antibonds therefore form one $A_1$ orbital and one $E$ pair. The $E$ part of any function is extracted by the projector

$$
P_E=\frac{2}{6}\left(2-C_3-C_3^2\right)=\frac13\left(2-C_3-C_3^2\right),
$$

in which 2 is the dimension of the species, 6 the order of the group, and the reflections drop out because their character is zero. The rotation carries $\chi_1$ into $\chi_2$, $\chi_2$ into $\chi_3$ and $\chi_3$ into $\chi_1$. Hence

$$
P_E\,\chi_1=\frac13(2\chi_1-\chi_2-\chi_3).
$$

The same projector applied to $\chi_2$ and to $\chi_3$ gives $(2\chi_2-\chi_3-\chi_1)/3$ and $(2\chi_3-\chi_1-\chi_2)/3$. Their difference is

$$
P_E(\chi_2-\chi_3)=\frac13(3\chi_2-3\chi_3)=\chi_2-\chi_3 .
$$

This second function changes sign under the reflection $y\to-y$, which exchanges $\chi_2$ and $\chi_3$, while the first does not. They must then be orthogonal, and the overlaps confirm it:

$$
\langle 2\chi_1-\chi_2-\chi_3\,|\,\chi_2-\chi_3\rangle
=2S-2S-1+S-S+1=0 .
$$

The squared norms are

$$
\begin{aligned}
\|2\chi_1-\chi_2-\chi_3\|^2&=4+1+1-4S-4S+2S=6(1-S),\\
\|\chi_2-\chi_3\|^2&=1+1-2S=2(1-S),\\
\|\chi_1+\chi_2+\chi_3\|^2&=3+6S=3(1+2S).
\end{aligned}
$$

The normalised orbitals are therefore

$$
e_x=\frac{2\chi_1-\chi_2-\chi_3}{\sqrt{6(1-S)}},\qquad
e_y=\frac{\chi_2-\chi_3}{\sqrt{2(1-S)}},\qquad
a_1=\frac{\chi_1+\chi_2+\chi_3}{\sqrt{3(1+2S)}} .
$$

All three norms must be positive, which requires $-\tfrac12<S<1$. At $S=1$ the three antibonds would be one and the same function and the pair would vanish. At $S=-\tfrac12$ their sum would vanish instead.

It remains to show that the pair changes as $(x,y)$. Let $c=\cos(2\pi/3)=-\tfrac12$ and $q=\sin(2\pi/3)=\tfrac{\sqrt3}{2}$. With the stated convention the coordinate functions obey $C_3x=cx+qy$ and $C_3y=-qx+cy$. Write $N=\sqrt{6(1-S)}$, so that $e_y=\sqrt3(\chi_2-\chi_3)/N$. Then

$$
\begin{aligned}
c\,e_x+q\,e_y
&=\frac1N\left[-\tfrac12(2\chi_1-\chi_2-\chi_3)+\tfrac32(\chi_2-\chi_3)\right]\\
&=\frac{-\chi_1+2\chi_2-\chi_3}{N}=C_3e_x ,\\
-q\,e_x+c\,e_y
&=\frac{\sqrt3}{2N}\left[-(2\chi_1-\chi_2-\chi_3)-(\chi_2-\chi_3)\right]\\
&=\frac{\sqrt3(\chi_3-\chi_1)}{N}=C_3e_y .
\end{aligned}
$$

The reflection $y\to-y$ keeps $e_x$ and reverses $e_y$, as it keeps $x$ and reverses $y$. Since $C_3$ and this reflection generate the whole group, the pair follows $(x,y)$ under every operation.

The choice of axes inside the pair is free. For any angle $\gamma$, the orbital $\cos\gamma\,e_x+\sin\gamma\,e_y$ has coefficients proportional to $\cos(\varphi_i-\gamma)$ and serves equally well. In $e_x$ the squared coefficients of the three antibonds stand in the ratio $4:1:1$, and in $e_y$ in the ratio $0:3:3$ on the same scale. Their sum is $4:4:4$. An equal population of the two orbitals thus affects the three bonds alike, although neither orbital does so by itself.

In a mean-field description the energies follow from the Fock operator $\hat F$. Let $\alpha=\langle\chi_i|\hat F|\chi_i\rangle$ and $\beta=\langle\chi_i|\hat F|\chi_j\rangle$ for $i\neq j$. Expanding the products as for the norms gives

$$
\begin{aligned}
\varepsilon_e&=\frac{6\alpha-4\beta-4\beta+2\beta}{6(1-S)}=\frac{\alpha-\beta}{1-S}
&&\text{from } e_x,\\
\varepsilon_e&=\frac{2\alpha-2\beta}{2(1-S)}=\frac{\alpha-\beta}{1-S}
&&\text{from } e_y,\\
\varepsilon_{a_1}&=\frac{3\alpha+6\beta}{3(1+2S)}=\frac{\alpha+2\beta}{1+2S}.
\end{aligned}
$$

The two members of the pair are degenerate. Elements of $\hat F$ between different members of the set $a_1,e_x,e_y$ vanish by symmetry, so these are the eigenvalues within the antibonding space. The separation of the two levels is

$$
\varepsilon_{a_1}-\varepsilon_e
=\frac{(\alpha+2\beta)(1-S)-(\alpha-\beta)(1+2S)}{(1+2S)(1-S)}
=\frac{3(\beta-\alpha S)}{(1+2S)(1-S)} .
$$

In the numerator the terms in $\alpha$ add to $-3\alpha S$ and those in $\beta$ to $3\beta$. The pair lies below $a_1$ when $\beta>\alpha S$. This condition does not depend on the zero of energy: a shift of $\hat F$ by a constant $k$ changes $\beta$ by $kS$ and $\alpha S$ by the same amount.

The degeneracy rests on the threefold axis. Suppose that one substituent is changed so that $\langle\chi_1|\hat F|\chi_1\rangle$ rises by $\delta$, while all other elements and the overlaps are held fixed. To first order $e_x$ moves by $4\delta/[6(1-S)]=2\delta/[3(1-S)]$, and $e_y$, which does not contain $\chi_1$, stays where it was. The pair then splits into one orbital that is even and one that is odd under the remaining reflection.

The part of the pair on phosphorus shows why it is suited to $\pi$ bonding. Reflection symmetry allows the valence s and p part of $\chi_i$ on phosphorus to have the form

$$
\chi_i\big|_{\mathrm P}=v\,s+u\,p_z+t\,(\cos\varphi_i\,p_x+\sin\varphi_i\,p_y),
$$

with $t>0$ by the choice of sign. In $e_x$ the coefficients $2,-1,-1$ add to zero, so $s$ and $p_z$ cancel. The $p_y$ terms cancel because $\sin\varphi_2=-\sin\varphi_3$. What remains is

$$
e_x\big|_{\mathrm P}
=\frac{t\left(2+\tfrac12+\tfrac12\right)}{\sqrt{6(1-S)}}\,p_x
=\sqrt{\frac32}\,\frac{t}{\sqrt{1-S}}\;p_x ,
$$

where each $\tfrac12$ is $-\cos\varphi_2$ or $-\cos\varphi_3$. For $e_y$ the coefficient of $p_y$ is $t(q+q)/\sqrt{2(1-S)}$, which is the same number. On phosphorus the acceptor pair therefore consists, within the s and p valence set, of the two 3p orbitals perpendicular to the axis. Symmetry also admits phosphorus 3d functions into the pair, but the construction has not needed them.

A calculation on PF3 gives these quantities values. The level is restricted Hartree–Fock (RHF) with the def2-SVP basis, which leaves out electron correlation and is limited by a modest basis. The geometry is a rough choice, with P–F distances of 1.57 angstrom and F–P–F angles of 98°. A minimal set of 24 atom-like orbitals, cores included, is formed so that it contains the 21 occupied orbitals; these are the intrinsic atomic orbitals, made orthonormal. Its three remaining dimensions are the antibonding space. Within that space $\chi_i$ is defined as the normalised function with the largest population on F$_i$, a definition that does not use the symmetry combinations.

The result is $S=0.202$, $\alpha=8.44$ eV and $\beta=3.04$ eV. With more digits kept in these elements the formulas give

$$
\begin{aligned}
\varepsilon_e&=\frac{8.439-3.042}{1-0.2021}\ \text{eV}\approx6.76\ \text{eV},\\
\varepsilon_{a_1}&=\frac{8.439+2\times3.042}{1+2\times0.2021}\ \text{eV}\approx10.34\ \text{eV}.
\end{aligned}
$$

Direct diagonalisation of the Fock matrix in the minimal set yields the same two values, the lower one twice. The digits belong to this basis: with def2-TZVP the values are $S=0.207$, $\alpha=8.55$ eV and $\beta=3.11$ eV, and both levels rise by about 0.1 eV, to 6.86 and 10.43 eV. The pair is the lower level, as the condition requires: $\alpha S\approx1.71$ eV is smaller than $\beta$.

The antibond $\chi_1$ has a weight of 0.75 on phosphorus, 0.19 on F1 and 0.06 on the other two fluorines together, so its localisation is good but not complete. To three decimals its whole F1 part is of $\sigma$ type, made of s orbitals and the p orbital along the bond. With $t=0.6487$ the coefficient of $p_x$ in $e_x$ is $\sqrt{1.5}\times0.6487/\sqrt{1-0.2021}\approx0.889$, which diagonalisation also gives. Its square, 0.79, accounts for the whole weight of $e_x$ on phosphorus; the other 0.21 lies on fluorine.

The antibonding character can be read from the energy. When $\langle e_x|\hat F|e_x\rangle$ is divided into a phosphorus part, a fluorine part and the cross terms between them, the cross terms contribute $+13.6$ eV. Without them the expectation value would be $6.8-13.6=-6.8$ eV. With def2-TZVP the cross terms are $+13.25$ eV and the weight on phosphorus is 0.80. The interaction between the phosphorus and fluorine parts thus raises this orbital, which is what antibonding means here. Electrons placed in the pair act against the P–F bonds; the resulting change of bond length has not been computed.

The three P–F antibonds of PF3 give a degenerate pair that changes as $(x,y)$, lies below the symmetric combination in the calculation, and has most of its weight in the phosphorus 3p orbitals perpendicular to the axis. What remains is to find its overlap with the metal orbitals and to estimate how much charge it can accept.
